Why (110) fin sidewalls can help silicon holes and hinder electrons

Q: My fins stand on a (001) wafer and carry current along a <110> direction, so their sidewalls are (110) planes. Compared with a thin (001) film, the hole devices gain and the electron devices lose. Both carriers live in the same cubic crystal. What quantity should I compare between the two faces?

A: Compare the inverse mass along the current, averaged over the occupied subbands. Let n be the surface normal, t the current direction and s the third axis. For the sidewall, n = [110], t = [1-10], s = [001]. For the film, n = [001], t = [1-10], s = [110]. I take a body of width W with hard walls and a flat potential inside, and treat the fin as tall, so that the top face plays no part. Hole energies are counted positive into the valence band.

A field F along t exerts the force qF. With one relaxation time τ, the linear Boltzmann equation gives

δf = -τ (qF/ħ) ∂f/∂k_t = qFτ v_t (-∂f/∂E), v_t = (1/ħ) ∂E/∂k_t.

The current is q Σ v_t δf, where Σ means the sum over subbands, valleys and spin together with ∫d²k/(2π)². Dividing by |q|FN, with N the carriers per area, gives the mobility μ = (|q|τ/m0) <m0/m_t>, where

<m0/m_t> = (m0/N) Σ (-∂f/∂E) v_t² = [1/(2CN)] Σ (-∂f/∂E) (∂E/∂k_t)².

Here C = ħ²/(2m0), so ħ²/m0 = 2C. Since (∂f/∂E)(∂E/∂k_t) = ∂f/∂k_t, one integration by parts turns this into

<m0/m_t> = [1/(2CN)] Σ f ∂²E/∂k_t².

For parabolic subbands it is the mean of the inverse masses weighted by occupation. At equal τ, the ratio of these means is the mobility ratio. Real scattering times differ between the faces, so I claim only the part due to masses and occupation.

Q: Start with electrons. How do I get the masses when a valley is tilted with respect to the wall?

A: Write a valley's energy as C Σ w_ab k_a k_b, with w the inverse-mass tensor in units of 1/m0. Confinement makes k_n the operator -i d/dz. Collect the terms linear in k_n using b = w_nt k_t + w_ns k_s, and call the purely in-plane part c. Completing the square gives

H/C = w_nn k_n² + 2b k_n + c = w_nn (k_n + b/w_nn)² + c - b²/w_nn.

Set ψ = exp(-i b z/w_nn) φ. Acting on the phase, k_n produces -b/w_nn, which cancels the shift. Thus φ obeys the ordinary square-well problem and still vanishes at the walls. The subbands are

E_j = C w_nn (πj/W)² + C Σ (w_ab - w_an w_nb/w_nn) k_a k_b,

with a and b now in the plane. The normal mass is 1/w_nn, and the transport mass includes the subtraction.

For the valley along x on the (110) face, w is diagonal in x, y, z with entries 1/m_l, 1/m_t, 1/m_t. Projecting on n and t gives

w_nn = w_tt = (1/m_l + 1/m_t)/2 = (m_l + m_t)/(2 m_l m_t),
w_nt = (1/m_l - 1/m_t)/2.

The difference of squares w_tt² - w_nt² is 1/(m_l m_t), so

w_tt - w_nt²/w_nn = [1/(m_l m_t)]/w_nn = 2/(m_l + m_t).

The normal mass is therefore 2m_l m_t/(m_l + m_t) and the transport mass is (m_l + m_t)/2. The y valley has the opposite w_nt, which enters squared, so all four x and y valleys share these masses. The two z valleys have mass m_t along both n and t.

Q: Which valleys fill first, and how large is the penalty?

A: I use round parameters with silicon's valley structure: m_l = 0.9, m_t = 0.2, W = 5 nm, 300 K and N = 5×10¹² cm⁻². The energy unit of the well is

C(π/W)² = 0.0381 × 9.87/25 eV = 15.04 meV.

On (001), the twofold valleys have normal mass 0.9 and start at 15.04/0.9 = 16.7 meV. The fourfold valleys have normal mass 0.2 and start at 75.2 meV. The valleys favoured by confinement have transport mass 0.2.

On (110), the fourfold valleys have normal mass 0.327 and start at 46.0 meV, below the twofold ones at 75.2 meV. The order is reversed, and the lower valleys move along t with mass 0.55.

Each subband's population follows from its two-dimensional density of states. With g valleys, density-of-states mass m_d in units of m0, and two spins,

N_j = g [m_d kT/(2πC)] ln{1 + exp[(E_F - E_j)/kT]}.

E_F is fixed by ΣN_j = N. The result is 67 percent twofold occupation on (001), and 82 percent fourfold occupation on (110). On (001) the fourfold valleys have w_nt = 0 and w_tt = (1/0.9 + 1/0.2)/2 = 3.06. Hence

(001): 0.669 × 5.00 + 0.331 × 3.06 = 4.36,
(110): 0.816 × 1.82 + 0.184 × 5.00 = 2.40.

The ratio is 0.55. If the valley splitting far exceeds both kT and the Fermi energy measured from the lowest level, each face keeps its lowest valleys alone. The ratio then tends to 2m_t/(m_l + m_t) = 0.36.

Q: Would a wide fin bring the ratio back to one?

A: Bulk transport in a cubic crystal is isotropic, but these subband formulas do not reach that limit by themselves. For equal valley populations they give (5.00 + 2×3.06)/3 = 3.70 on (001) and (2×1.82 + 5.00)/3 = 2.88 on (110). The tilted valleys cause the discrepancy. Their velocity operator along t contains w_nt k_n, which connects different subbands, whereas the Boltzmann expression keeps the velocity within each subband. That is justified when the subband spacing is large compared with ħ/τ. In a wide fin it is not, and the transitions between subbands must be included. My comparison is for resolved subbands.

Q: Holes have no separate valleys. What takes their place?

A: The orientation of the p-like orbitals at the valence-band edge. Leave out spin-orbit coupling for the moment. In the basis X, Y, Z, with Luttinger parameters γ1, γ2, γ3, the hole Hamiltonian is

H_xx = C[(γ1 + 4γ2)k_x² + (γ1 - 2γ2)(k_y² + k_z²)],
H_xy = 6Cγ3 k_x k_y,

and cyclic counterparts. Take the orbital pointing along t, (X - Y)/√2. Its diagonal energy is (H_xx + H_yy)/2 - H_xy. On the sidewall, with k_s = 0,

k_x = (k_n + k_t)/√2, k_y = (k_n - k_t)/√2,
k_x² + k_y² = k_n² + k_t², k_x k_y = (k_n² - k_t²)/2.

The average of γ1 + 4γ2 and γ1 - 2γ2 is γ1 + γ2, so

<t|H|t> = C[(γ1 + γ2 - 3γ3)k_n² + (γ1 + γ2 + 3γ3)k_t²].

With γ1 = 4.3, γ2 = 0.3 and γ3 = 1.4, the inverse masses are 0.40 along the normal and 8.80 along the current. This orbital is heavy for confinement, with mass 2.5, and light for transport, with mass 0.11.

The orbital along n has these two values exchanged. The orbital along s has γ1 - 2γ2 = 3.70 for both directions. The first levels of the t, s and n orbitals are 15.04 meV times 0.40, 3.70 and 8.80, or 6.0, 55.7 and 132 meV. Confinement therefore selects the orbital that is light along the current. For electrons it selected valleys with a heavy transport mass.

Q: Why doesn't the (001) film select the same orbital?

A: With n along z, both in-plane orbitals have normal inverse mass 3.70, so they start at the same energy. For motion along t, one has inverse mass 8.80 and the other, pointing along s, has 0.40. Confinement cannot separate them. A quarter turn about the normal exchanges the two, so they hold equal shares of the holes.

The light one also loses more by coupling to other subbands. Let the coupling be cCk_n k_t. On (110), the t and n orbitals are coupled by

(H_xx - H_yy)/2 = C(6γ2)(k_x² - k_y²)/2 = 6Cγ2 k_n k_t,

because k_x² - k_y² = 2k_n k_t. On (001), the t and Z orbitals are coupled by

(H_xz - H_yz)/√2 = 6Cγ3 k_n(k_x - k_y)/√2 = 6Cγ3 k_n k_t.

Thus c is 6γ2 = 1.8 on (110) but 6γ3 = 8.4 on (001).

Between the first sine state and state j, the matrix element is

<j|k_n|1> = -i(2π/W²) ∫ sin(jπz/W) cos(πz/W) dz = -4ij/[W(j² - 1)]

for even j, and zero for odd j. Let b be the normal inverse mass of the coupled orbital and h that of the t orbital. The energy denominator is C(π/W)²(bj² - h). Second-order perturbation theory lowers the energy by the squared coupling over this denominator. Dividing by Ck_t², the inverse mass becomes

m0/m = γ1 + γ2 + 3γ3 - c² Σ_j 16j²/[π²(j² - 1)²(bj² - h)], j = 2, 4, 6, ...

The width cancels. On (110), b = 8.8 and h = 0.4, and the inverse mass falls from 8.80 to 8.73. On (001), b = 5.5 and h = 3.7, and it falls to 5.90. Both values were tested against direct diagonalization of the well.

Q: Silicon's spin-orbit splitting is small, but so are these energies. Does it spoil the orbital picture?

A: It mixes the orbitals, and the amount depends on how far confinement has separated them. With splitting Δ, the added term is (Δ/3)(1 - L·σ), where L acts on the orbitals and σ on spin. It raises each of our real orbitals by Δ/3 and couples each pair with strength Δ/3. I take Δ = 40 meV, so Δ/3 = 13.3 meV.

On (110), the s and n orbitals lie 49.6 and 126 meV above the t orbital. Second-order perturbation theory gives the ground level

6.0 + 13.3 - 13.3²/49.6 - 13.3²/126 = 14.3 meV,

and a t-orbital weight near 1 - (13.3/49.6)² - (13.3/126)² = 0.92. Full diagonalization gives 15.3 meV and 0.945. The ground subband keeps its light transport character, with inverse mass 8.4 at k = 0.

On (001), the two in-plane orbitals are degenerate, so even a small Δ mixes them equally. The ground weight on the t orbital is 0.50. The average of the two curvatures, (5.90 + 0.40)/2 = 3.15, lies close to the full result of 3.20.

Q: Then I'd expect a mean inverse mass near 3.2 on (001).

A: That value belongs to k = 0, and the subband soon becomes heavier. Keep just the two in-plane orbitals, with k along t. Their inverse masses are 5.90 and 0.40, and their coupling is Δ/3. The lower eigenvalue, measured from the common confinement level, is

E = Δ/3 + 3.15Ck² - √[(2.75Ck²)² + (Δ/3)²],

where 2.75 is half the difference of the inverse masses. At small k the root starts at Δ/3 and adds no quadratic term, so the inverse mass is 3.15. At large k the root tends to 2.75Ck², leaving 0.40. The change occurs near Ck² = 13.3/2.75 = 4.8 meV. There

E = 13.3 + 15.3 - 18.9 = 9.7 meV,

well below kT = 25.9 meV. Thermal holes with k along t therefore sit in the heavier part of the subband. This explains only part of the drop. For k along s the lower branch is the t orbital, which stays light along t, and the upper branch is occupied too. Averaged over the plane, the two-orbital model gives about 2.7. The rest comes from what the model omits, the third orbital and the higher subbands, and these act without spin-orbit coupling as well: with Δ = 0 the (001) mean is already about 1.8. The full six-band calculation gives a mean of 1.50.

On (110) the corresponding mean is 4.68. The hole ratio is 4.68/1.50 = 3.1, against 0.55 for electrons. I repeated the (110) hole average on a second momentum grid, with velocities from finite differences, and it agreed within the 3 percent tolerance of the test. Both grids use the same ten sine states per orbital, so read the hole means as good to a few percent.

Q: The (110) mean is also well below its k = 0 value. How much of the hole advantage is orbital selection?

A: Second-order perturbation theory in a small change of k_t separates the two contributions. For state i,

∂²E_i/∂k_t² = <i|∂²H/∂k_t²|i> + 2 Σ_j |<j|∂H/∂k_t|i>|²/(E_i - E_j), E_j ≠ E_i.

The spin partner of state i is left out of the sum: the two stay degenerate at every k, so ∂H/∂k_t has no element between them.

Insert this into the average of f ∂²E/∂k_t². The first term gives the diagonal inverse masses weighted by orbital occupation, because the k_t² part of H has no elements between the n, t and s orbitals. In the second, states i and j contribute together in proportion to (f_i - f_j)/(E_i - E_j), which is negative because the lower state is fuller. Coupling between subbands therefore reduces the mean.

On (110), the n, t and s orbitals hold 0.070, 0.668 and 0.263 of the holes. The orbital part is

0.070×0.40 + 0.668×8.80 + 0.263×3.70 = 6.9.

On (001), the shares are 0.285, 0.358 and 0.358, with inverse masses 3.70, 8.80 and 0.40:

0.285×3.70 + 0.358×8.80 + 0.358×0.40 = 4.3.

Subband coupling takes away about 2.2 on (110) and 2.8 on (001), leaving 4.7 and 1.5. Orbital selection alone would give a ratio near 1.6. The remaining increase to 3.1 comes from the larger relative loss on (001).

Q: Could spin-orbit coupling be the real cause of the advantage?

A: No, not in this model. Setting Δ = 0 still gives a ratio of 2.7. The cause is the cubic anisotropy of the valence band. If γ2 = γ3, the orbital Hamiltonian becomes

H_ab = C[(γ1 - 2γ2)k²δ_ab + 6γ2 k_a k_b].

It contains only the length of k and its components, with no preferred crystal axis. Rotating space, orbitals and spin together leaves its form unchanged, including the spin-orbit term. The two faces must then be equivalent. With γ2 = γ3 = 0.96 the calculated ratio is indeed 1.0000.

Q: I can also turn the fin by 45 degrees to get (100) sidewalls and current along [010]. Do I need a new comparison?

A: No. The mean inverse mass is a second-rank tensor in the plane, and the (001)-type face has fourfold symmetry. A quarter turn exchanges the diagonal elements and reverses the sign of the off-diagonal one. Symmetry therefore makes the first two equal and the last zero, so the mean is the same in every in-plane direction. For holes on the (001) face, the calculation gives 1.50 along both [1-10] and [100].

The (110) face lacks this symmetry, so the current direction matters there. Along [001], the fourfold electron valleys move with mass 0.2, and the electron mean is

0.816×5.00 + 0.184×1.11 = 4.28,

nearly the (001) value of 4.36. The hole mean along [001] is 2.69, still above 1.50 but well below 4.68. The strong electron penalty thus belongs to the (110) face together with current along <110>.

Q: Under what conditions should I distrust these ratios for my devices?

A: The flat potential is an idealization at this density. Spread evenly over the width, with ε = 11.7ε0, the carriers bend the band by q²NW/(8ε) ≈ 48 meV between centre and wall, more than the lowest hole spacings. Such a field reshapes the well and changes the level spacings, and strain can shift valleys and hole orbitals by different amounts. Either may change the occupations used here. Wall penetration and electron nonparabolicity are also absent. Phonon and roughness scattering depend on the subband wavefunctions and densities of states, so τ need not be equal on the two faces. The condition of resolved subbands also needs care for holes. Their lowest two levels at k = 0 are only 13 meV apart on (001) and 21 meV apart on (110), and ħ/τ reaches these values at τ = 0.05 and 0.03 ps. With the means above, these times correspond to about 130 and 260 cm²/Vs, which are ordinary hole mobilities, so real devices sit at the border on both faces. Transitions between subbands then lower the hole ratio from 3.1, with the orbital value 1.6 as the limit of very strong broadening. On either face, subbands can come closer together away from k = 0. The ratios 3.1 and 0.55 measure the mass and occupation effect in this 5 nm model; they are not predictions of measured mobility ratios. The numerical output lists the levels, shares and means behind them.

Calculated quantities

```
width 5.0 nm, temperature 300 K, kT 25.85 meV
sheet density 5.0e+12 cm^-2
C = hbar^2/(2 m0): 0.03810 eV nm^2
electron inputs m_l 0.9, m_t 0.2 (m0)
hole inputs g1 4.3, g2 0.3, g3 1.4; Delta 40 meV
ELECTRONS: normal mass (m0), mass along t (m0), first level (meV)
(001) twofold: 0.900, 0.200, 16.7
(001) fourfold: 0.200, 0.327, 75.2
(110) fourfold: 0.327, 0.550, 46.0
(110) twofold: 0.200, 0.200, 75.2
(001) share in twofold valleys 0.669, fourfold 0.331
(001) mean m0/m along t 4.356, along s 4.356
(110) share in twofold valleys 0.184, fourfold 0.816
(110) mean m0/m along t 2.404, along s 4.284
electron ratio (110)/(001) along t: 0.552
HOLES without spin-orbit coupling: inverse masses m0/m
orbital along own <110> axis 8.80, across it in (001) 0.40
in-plane orbitals along [001]: 3.70
(110) light subband after coupling 8.729
(001) light subband after coupling 5.898
ratio of thermal means (110)/(001), Delta=0: 2.709
HOLES with spin-orbit coupling
bulk heavy-hole m0/m along [110], small k: 1.857
(001) first three subbands at k=0: 55.7, 69.1, 109.3 meV
(001) ground subband m0/m along t at k=0: 3.20
(001) ground weight on t orbital at k=0: 0.500
(001) share of holes in lowest subband: 0.660
(001) thermal orbital shares n, t, s: 0.285, 0.358, 0.358
(001) mean m0/m along t 1.50, along s 1.50
(110) first three subbands at k=0: 15.3, 36.2, 66.9 meV
(110) ground subband m0/m along t at k=0: 8.43
(110) ground weight on t orbital at k=0: 0.945
(110) share of holes in lowest subband: 0.604
(110) thermal orbital shares n, t, s: 0.070, 0.668, 0.263
(110) mean m0/m along t 4.68, along s 2.69
(001) mean m0/m along [100]: 1.50
(110) mean m0/m along t, second grid: 4.68
hole ratio (110)/(001) along t: 3.13
hole ratio for isotropic band g2=g3=0.96: 1.0000
```
